# Finite-displacement phonons when displaced cells change occupation branch

**Q:** I computed phonons with a +U functional by displacing atoms in a symmetric cell, and one mode came out imaginary. The frequency changed with the step, so I reduced the step. A central difference tends to the second derivative, so the smallest step above the numerical noise must give the right frequency.

**A:** That limit exists if the forces come from one smooth energy curve. A +U functional can have several self-consistent solutions at the same geometry, and your displaced cells may have landed on different ones. Two orbitals are enough to check this.

Take two sites with one orbital each, sharing one spin-polarized electron. The hopping is \(-t\). An antisymmetric displacement \(Q\) with effective mass \(M\) and bare stiffness \(K\) shifts the orbital energies by \(\mp gQ\). Nuclei are classical, and \(t,g,K,U>0\). The electron occupies a real orbital \((c_1,c_2)\), with \(n_i=c_i^2\), \(n_1+n_2=1\) and \(m=n_1-n_2\).

The hopping energy is \(-2tc_1c_2\). It is lowest for equal signs, where \(c_1c_2=\sqrt{n_1n_2}=\tfrac12\sqrt{1-m^2}\). The Hubbard term is \((U/2)\sum_i n_i(1-n_i)\). Since \(1-n_1=n_2\), the sum equals \(2n_1n_2=(1-m^2)/2\). Hence
\[
E(Q,m)=\tfrac12KQ^2-gQm-t\sqrt{1-m^2}+\tfrac U4(1-m^2).
\]

**Q:** One electron does not repel itself. What is \(U\) doing there?

**A:** Here the Hubbard term stands for the net error that the approximate functional adds to a reference energy without self-interaction. The second derivative of this term with respect to each \(n_i\) is \(-U\), so for \(U>0\) it favours unequal occupations. The exact problem has \(U=0\). The model examines the phonon procedure for a given functional, not the accuracy of that functional.

**Q:** Then where do the several solutions come from?

**A:** From stationarity in \(m\):
\[
\frac{\partial E}{\partial m}=-gQ+\frac{tm}{\sqrt{1-m^2}}-\frac{Um}{2}=0. \tag{1}
\]
At \(Q=0\) this reads \(m\,[t/\sqrt{1-m^2}-U/2]=0\). One solution is \(m=0\). If \(U>2t\), the bracket can also vanish, at \(\sqrt{1-m^2}=2t/U\), which gives
\[
m=\pm m_0,\qquad m_0=\sqrt{1-4t^2/U^2}.
\]
The energies are \(E(0,0)=-t+U/4\) and \(E(0,\pm m_0)=-2t^2/U+t^2/U=-t^2/U\). The polarized solutions are therefore lower by
\[
\frac U4-t+\frac{t^2}{U}=\frac U4\left(1-\frac{2t}{U}\right)^2 .
\]
With \(t=0.5\) eV and \(U=1.25\) eV, \(m_0=\sqrt{1-0.8^2}=0.6\) and the gain is 12.5 meV.

**Q:** My undisplaced cell converged to equal occupations. Why would a displaced one not stay close to them?

**A:** Follow the self-consistency cycle. Differentiating the Hubbard term with respect to \(n_i\) gives the orbital potential \(U(\tfrac12-n_i)\), which is \(\mp Um/2\) on sites 1 and 2. The mean-field Hamiltonian has diagonal elements \(\mp D\), with \(D=gQ+Um/2\), and off-diagonal elements \(-t\). Its lowest orbital has
\[
m_{\rm out}=\frac{D}{\sqrt{D^2+t^2}} .
\]
At \(Q=0\), an input \(m=0\) returns \(m=0\). A small input returns about \((U/2t)m\), which grows when \(U>2t\). The symmetric solution survives because symmetry leaves nothing to amplify. A displacement supplies the seed, and plain iteration or linear mixing runs to a polarized solution with the sign of \(Q\). That is also the lowest one, since \(E(Q,m)-E(Q,-m)=-2gQm\) is negative when \(Q\) and \(m\) have the same sign. This outcome depends on the mixing scheme. Pulay or DIIS mixing seeks a zero of the residual and can converge to the unstable solution near \(m=0\) instead. With the parameters used below and a step of 0.01 Å it gives \(m=-0.081\) and a real force constant of 18.1 eV/Å\(^2\), the symmetric-branch value discussed later.

**Q:** So the occupations jump. What does this do to the force constant?

**A:** First take a branch \(m(Q)\) that stays smooth. Because \(\partial E/\partial m=0\), only the explicit dependence on \(Q\) contributes to the force:
\[
F=-\frac{dE}{dQ}=-KQ+gm(Q).
\]
Differentiating (1) along the branch gives \(-g+E_{mm}m'=0\), where
\[
E_{mm}=\frac{t}{(1-m^2)^{3/2}}-\frac U2 .
\]
So \(m'=g/E_{mm}\), and the curvature is
\[
k=-\frac{dF}{dQ}=K-gm'=K-\frac{g^2}{E_{mm}}. \tag{2}
\]

Now displace the symmetric cell by \(\pm\delta\) and let each cell find its lowest solution. Exchanging the sites changes the signs of both \(Q\) and \(m\), so \(m(-\delta)=-m(\delta)\) and \(F(-\delta)=-F(\delta)\). The central difference becomes
\[
k_{\rm FD}(\delta)=-\frac{F(\delta)-F(-\delta)}{2\delta}=K-\frac{g\,m(\delta)}{\delta}. \tag{3}
\]
For \(U>2t\), \(m(\delta)\) starts from \(m_0\), not from zero: \(m(\delta)=m_0+m'\delta+O(\delta^2)\). Therefore
\[
k_{\rm FD}(\delta)=K_{\rm br}-\frac{g m_0}{\delta}+O(\delta), \tag{4}
\]
where \(K_{\rm br}\) is (2) evaluated at \(m_0\). Reducing the step makes the result diverge.

**Q:** How large is the effect with ordinary steps?

**A:** Take \(g=1\) eV/Å, \(K=10\) eV/Å\(^2\) and \(M=20\) u, all round model values. At \(\delta=0.01\) Å the displaced cell has \(m=0.6257\), so (3) gives \(10-0.6257/0.01=-52.6\) eV/Å\(^2\). The frequency is \(\nu=\sqrt{k/M}/2\pi\), here \(25.3i\) THz. Other steps give:

| \(\delta\) (Å) | \(k_{\rm FD}\) (eV/Å\(^2\)) | \(\nu\) (THz) |
|---|---|---|
| 0.001 | −592.8 | 85.1i |
| 0.01 | −52.6 | 25.3i |
| 0.05 | −3.9 | 6.9i |
| 0.1 | 2.5 | 5.5 |

None of these is the frequency of the symmetric cell. Integrating the force on the lowest surface gives
\[
E(Q)=E(0)-gm_0|Q|+\tfrac12K_{\rm br}Q^2+O(|Q|^3),
\]
which has a cusp at \(Q=0\) and no second derivative there.

**Q:** Then every step-dependent imaginary frequency is an artefact of branch changes?

**A:** No. Take \(U<2t\), where there is one smooth branch, and define \(a=t-U/2>0\). For small \(m\), \(m/\sqrt{1-m^2}=m+m^3/2+\dots\), so (1) becomes
\[
am+\tfrac t2m^3+\dots=g\delta .
\]
The first approximation is \(m=g\delta/a\). Putting it into the cubic term gives \(m=g\delta/a-tg^3\delta^3/(2a^4)+\dots\), and (3) yields
\[
k_{\rm FD}=K-\frac{g^2}{a}+\frac{tg^4}{2a^4}\delta^2+\dots \tag{5}
\]
This has a finite limit, which may have either sign. For \(U=0.6\) eV, \(a=0.2\) eV and the limit is \(10-5=5\) eV/Å\(^2\), a stable mode at 7.8 THz. For \(U=0.9\) eV, \(a=0.05\) eV and the limit is \(10-20=-10\) eV/Å\(^2\), a true instability of this energy surface at \(11.1i\) THz.

The second case still depends strongly on the step: \(k_{\rm FD}\) is −9.96 at 0.001 Å, −7.3 at 0.01 Å and +1.0 at 0.05 Å. Expansion (5) needs the cubic term to be small, \(tm^2/2\ll a\). With \(m\approx g\delta/a\) this means \(\delta\ll\sqrt{2a^3/t}/g\approx0.02\) Å here.

**Q:** Both cases turn from imaginary to real as the step grows. How do I tell them apart?

**A:** Multiply by the step. From (4), \(\delta k_{\rm FD}\to-gm_0\) when the two displaced cells fall on opposite polarized branches; from (5), it tends to zero on a smooth branch. A zero limit alone does not exclude a jump. If both cells land on the same polarized branch, the force \(gm_0\) cancels in the difference, and only a comparison with the occupations of the reference cell reveals the change. Between steps of 0.01 and 0.001 Å, the product goes from −0.526 to −0.593 eV/Å for \(U=1.25\) eV, approaching −0.6. For \(U=0.9\) eV it goes from −0.073 to −0.010 eV/Å.

The borderline \(U=2t\) needs care. There \(a=0\), so \(tm^3/2\approx g\delta\) and \(m\approx(2g\delta/t)^{1/3}\). Equation (3) then diverges as \(-\delta^{-2/3}\), although \(m\) is continuous and \(\delta k_{\rm FD}\to0\). Continuity of the occupations is therefore not enough: they must be differentiable in \(Q\).

The sign change itself has a simple meaning. By (3), \(k_{\rm FD}=0\) when \(K\delta=gm(\delta)\), which is the condition \(F(\delta)=0\). The step has reached the relaxed distortion \(Q_0\). Inserting \(Q=gm/K\) into (1) and dividing by \(m\) gives
\[
\sqrt{1-m^2}=\frac{t}{U/2+g^2/K},\qquad Q_0=\frac{gm}{K}.
\]
For \(U=1.25\) eV the root is \(0.5/0.725=0.690\), so \(m=0.724\) and \(Q_0=0.072\) Å. For \(U=0.9\) eV, \(Q_0=0.042\) Å.

**Q:** So the imaginary result was at least right that the symmetric cell is unstable.

**A:** On the lowest surface of this functional, yes; the magnitude is what has no meaning. The exact one-electron problem, \(U=0\), has \(k=K-g^2/t=8\) eV/Å\(^2\) and a stable symmetric cell. The instability here belongs to the functional.

**Q:** Could I avoid the jump by using linear response about the symmetric solution?

**A:** You would get a well-defined number for the wrong state. At \(m=0\) and \(U>2t\), \(E_{mm}=t-U/2\) is negative, so the solution is a maximum in \(m\). Equation (2) gives \(K+g^2/(U/2-t)=10+1/0.125=18\) eV/Å\(^2\), or 14.8 THz. The mode is harder than the bare 11.1 THz because \(m'=g/E_{mm}<0\): the electron moves towards the site whose energy was raised.

**Q:** And if I restart every displaced cell from the same polarized occupations?

**A:** Then the difference converges to \(K_{\rm br}=7.2\) eV/Å\(^2\), or 9.4 THz. But that cell has a residual force \(gm_0=0.6\) eV/Å at \(Q=0\), so this is the curvature at a non-stationary point, not a normal-mode frequency.

Mismatched restarts can also err upwards. Suppose the cell at \(+\delta\) is caught on the negative branch, \(m=-m_0+m'\delta\), and the cell at \(-\delta\) on the positive one. Replacing \(m_0\) by \(-m_0\) in (4) gives \(K_{\rm br}+gm_0/\delta+O(\delta)\). At 0.01 Å the full calculation gives 66.8 eV/Å\(^2\), a real frequency of 28.6 THz, so no imaginary value reveals the error.

**Q:** How far does a restarted branch survive on the wrong side?

**A:** Until its minimum in \(m\) disappears, \(E_{mm}=0\). Write \(s=\sqrt{1-m^2}\). Then \(s^3=2t/U\), and (1) gives
\[
gQ=m\left(\frac ts-\frac U2\right)=\frac{Um}{2}(s^2-1)=-\frac{Um^3}{2},
\]
where \(t=Us^3/2\) was used. With \(m^2=1-s^2\), the positive branch ends at \(Q=-Q_s\), where
\[
Q_s=\frac{U}{2g}\left[1-\left(\frac{2t}{U}\right)^{2/3}\right]^{3/2}=0.032\ \text{Å}.
\]

**Q:** Where, then, is a finite-displacement phonon legitimate for \(U=1.25\) eV?

**A:** At the relaxed minimum \(Q_0\), with steps that keep the branch. There (2) gives \(k=8.89\) eV/Å\(^2\), that is 10.4 THz or 348 cm\(^{-1}\). Steps of 0.01 to 0.05 Å reproduce \(k\) within 1% of this value.

A step of 0.08 Å exceeds \(Q_0\), so one cell crosses to negative \(Q\). Started afresh from \(m=0\) with plain iteration, it converges to \(m=-0.62\), and the difference gives 1.2 eV/Å\(^2\), or 3.8 THz. Restarted from the reference occupations, it keeps \(m=0.58\) and gives 8.7 eV/Å\(^2\), or 10.3 THz. At 0.11 Å, beyond \(Q_0+Q_s=0.105\) Å, the restart flips too, and both procedures give 6.3 THz. A branch change can thus produce a soft but real mode.

The classical treatment of the nuclei also has a limit here. The polarized cell at \(Q=0\) lies 22 meV above the minimum, while half a quantum of the 348 cm\(^{-1}\) mode is also about 22 meV. The curvature is well defined, but harmonic vibrational levels in this well would not be reliable.

**Q:** What should I do with my imaginary mode?

**A:** Print the on-site occupation matrices of the reference and of both displaced cells. The model has one orbital per site; with several, a jump between orbitals of the same atom can leave the site total continuous. On a smooth branch the differences between each displaced cell and the reference shrink in proportion to the step; after a jump at least one of them stays finite. Repeat with several steps and look at \(\delta k_{\rm FD}\). Both checks describe the small-step limit, and near \(U=2t\) ordinary steps do not reach it. At 0.001 and 0.01 Å the product is −0.108 and −0.215 eV/Å for the smooth case \(U=0.99\) eV, and −0.188 and −0.249 eV/Å for \(U=1.01\) eV, which has a jump. Passing both checks also does not show that the branch is the lowest one, so start the reference cell once from unequal occupations and compare energies. If there is a jump, or if the small-step limit is finite but imaginary, relax the cell along the mode without imposing the symmetry, and compute the phonons at the new minimum. Restart each displaced cell from the reference occupations and check that it stayed on the same branch. The numerical output gives the full set of steps for comparison.

## Table of computed values

```
t = 0.5 eV, g = 1.0 eV/A, K = 10.0 eV/A^2, M = 20.0 u
U values: 0.6, 0.9, 1.25 eV; threshold 2t = 1.0 eV
bare frequency from K: 11.05 THz
exact one-electron case U=0: k = 8.000 eV/A^2, 9.89 THz
U = 0.6 eV, zero-step limit: k = 5.000 eV/A^2, 7.82 THz
U = 0.9 eV, zero-step limit: k = -10.000 eV/A^2, 11.05i THz
U = 0.9 eV: relaxed distortion 0.0417 A
Two-branch case U = 1.25 eV at Q = 0:
  m0 = 0.6000, energy gain over m=0: 12.50 meV
  residual force g*m0 = 0.6000 eV/A
  polarized branch: K_br = 7.156 eV/A^2, 9.35 THz
  symmetric branch: k = 18.000 eV/A^2, 14.83 THz
  metastable up to Q_s = 0.0321 A
k_FD (eV/A^2) and frequency (THz) about Q = 0, fresh start
step (A) | U=0.6: k, nu | U=0.9: k, nu | U=1.25: k, nu
 0.0010 |     5.000    7.82 |    -9.960  11.03i |  -592.813  85.11i
 0.0025 |     5.001    7.82 |    -9.759  10.92i |  -232.768  53.33i
 0.0050 |     5.004    7.82 |    -9.120  10.56i |  -112.698  37.11i
 0.0100 |     5.016    7.83 |    -7.335   9.47i |   -52.571  25.35i
 0.0200 |     5.061    7.86 |    -4.072   7.05i |   -22.361  16.53i
 0.0500 |     5.332    8.07 |     0.957    3.42 |    -3.930   6.93i
 0.1000 |     5.949    8.53 |     4.097    7.08 |     2.484    5.51
U=1.25: step (A), m(step), K_br-g*m0/step (eV/A^2), step*k_FD (eV/A)
 0.0010   0.6028   -592.844   -0.5928
 0.0050   0.6135   -112.844   -0.5635
 0.0100   0.6257    -52.844   -0.5257
 0.0200   0.6472    -22.844   -0.4472
U=0.9: step (A), step*k_FD (eV/A)
 0.0010   -0.0100
 0.0050   -0.0456
 0.0100   -0.0734
U=1.25, exchanged metastable branches: step (A), k (eV/A^2), nu (THz)
 0.0100    66.775   28.57
 0.0200    36.169   21.02
U=1.25 relaxed minimum: Q0 = 0.0724 A, m = 0.7241
  energy below polarized Q=0 cell: 22.41 meV
  k = 8.888 eV/A^2, 10.42 THz = 347.6 cm^-1
  restarted branch lost beyond step Q0+Q_s = 0.1045 A
About Q0: step (A) | fresh: m(Q0-step), k, nu | restarted: same
 0.0100 |   0.7125   8.886  10.42 |   0.7125   8.886  10.42
 0.0200 |   0.6998   8.878  10.42 |   0.6998   8.878  10.42
 0.0500 |   0.6519   8.817  10.38 |   0.6519   8.817  10.38
 0.0800 |  -0.6200   1.180   3.80 |   0.5763   8.657  10.29
 0.1100 |  -0.6782   3.240   6.29 |  -0.6782   3.240   6.29
```
